# Oscillation theorem for Hill's equation: band edges and their nodes

## What symmetry fixes

An electron in a one-dimensional crystal of period $a$ obeys, in atomic units,

$$-\tfrac12\psi''+V\psi=E\psi,\qquad V(x+a)=V(x), \tag{1}$$

or $\psi''=2(V-E)\psi$. The potential is real, bounded and piecewise continuous, so $\psi$ and $\psi'$ are continuous. A **band edge** is an energy with a nonzero solution obeying $\psi(x+a)=\pm\psi(x)$: periodic for the plus sign, antiperiodic for the minus sign. Equation (1) is real, so the real and imaginary parts of such a solution are solutions of the same type, and a real one can be chosen.

The zeros of a real nonzero solution are simple, because $\psi=\psi'=0$ at one point would give $\psi=0$ everywhere by uniqueness. The solution therefore changes sign at each zero. Let an edge solution have $n$ zeros in one half-open period. Starting from a point $x_0$ that is not a zero, it has changed sign $n$ times on reaching $x_0+a$, so

$$\psi(x+a)=(-1)^n\psi(x). \tag{2}$$

Translation symmetry and reality thus tie the type of an edge to the parity of its node number. Scaling adds that, with $x=ay$, the equation contains only $a^2V$ and $a^2E$. Without a potential the edge energies must be pure numbers divided by $a^2$: the solutions $\cos(n\pi x/a)$ and $\sin(n\pi x/a)$ have $E=n^2\pi^2/(2a^2)$ and $n$ nodes per period. There is one such solution for $n=0$ and two for each $n\ge1$.

The theorem states that a potential may split these pairs but cannot reorder them:

$$E_0<E_1^-\le E_1^+<E_2^-\le E_2^+<\cdots. \tag{3}$$

Every real edge solution at $E_n^\pm$ has $n$ nodes per period, and the one at $E_0$ has none. By (2) the types are periodic, antiperiodic twice, periodic twice, and so on. Bounded Bloch waves fill the intervals from $E_0$ to $E_1^-$ and from $E_n^+$ to $E_{n+1}^-$. Below $E_0$ and between $E_n^-$ and $E_n^+$ there are no bounded solutions. A gap may be closed, $E_n^-=E_n^+$.

**Transfer matrix.** Let $M(E)$ carry the column $(\psi',\psi)$ from $x=0$ to $x=a$. For two solutions at the same energy,

$$(\psi_1\psi_2'-\psi_1'\psi_2)'=\psi_1\psi_2''-\psi_1''\psi_2=0,$$

so $\det M=1$. With $D=\operatorname{tr}M$, the eigenvalues of $M$ solve $\rho^2-D\rho+1=0$. If $|D|<2$ they are $e^{\pm i\kappa}$ and all solutions are bounded. If $|D|>2$ they are real, $\rho$ and $1/\rho$ with $|\rho|\ne1$, and every nonzero solution grows in at least one direction. If $D=\pm2$ there is an eigenvalue $\pm1$, which means a band edge.

## First derivation: the turning angle

Write a real solution as $\psi=r\sin\theta$, $\psi'=r\cos\theta$, with $r>0$. Differentiation gives

$$r'\sin\theta+r\theta'\cos\theta=r\cos\theta,\qquad r'\cos\theta-r\theta'\sin\theta=2(V-E)r\sin\theta.$$

Multiply the first equation by $\cos\theta$, the second by $\sin\theta$, and subtract. Then multiply them by $\sin\theta$ and $\cos\theta$, and add:

$$\theta'=\cos^2\theta+2(E-V)\sin^2\theta,\qquad \frac{r'}{r}=[1+2(V-E)]\sin\theta\cos\theta. \tag{4}$$

Zeros of $\psi$ occur at $\theta=m\pi$, where $\theta'=1$. Each multiple of $\pi$ is therefore crossed upwards and never downwards, so the rise of $\theta$ counts nodes.

**Dependence on starting angle and energy.** Let $\theta(0)=\alpha$ and $r(0)=1$. For $\eta=\partial\theta/\partial\alpha$, equation (4) gives

$$\eta'=[-2+4(E-V)]\sin\theta\cos\theta\;\eta=-2\frac{r'}{r}\eta .$$

Hence $(r^2\eta)'=0$. For $\phi=\partial\theta/\partial E$ the same equation holds with the extra source $2\sin^2\theta$, so $(r^2\phi)'=2r^2\sin^2\theta=2\psi^2$. With $\eta(0)=1$ and $\phi(0)=0$,

$$\frac{\partial\theta(a)}{\partial\alpha}=\frac1{r(a)^2},\qquad
\frac{\partial\theta(a)}{\partial E}=\frac{2}{r(a)^2}\int_0^a\psi^2\,dx>0. \tag{5}$$

**The advance.** Define $\Delta(E,\alpha)=\theta(a)-\alpha$. Replacing $\psi$ by $-\psi$ raises both $\alpha$ and $\theta(a)$ by $\pi$, so $\Delta$ is $\pi$-periodic in $\alpha$ and has a largest value $\Delta_+(E)$ and a smallest value $\Delta_-(E)$. Both are continuous. Both increase strictly with $E$, because $\Delta$ does so at every fixed $\alpha$.

Let the minimum lie at $\alpha_-$ and choose the maximum at $\alpha_+$ in $[\alpha_-,\alpha_-+\pi)$. By (5), $\theta(a)$ increases with $\alpha$, so its value at $\alpha_+$ is less than its value at $\alpha_-$ plus $\pi$. Subtracting $\alpha_+-\alpha_-\ge0$ gives

$$\Delta_+-\Delta_-<\pi. \tag{6}$$

**Edges are extremes of the advance.** If $\Delta=n\pi$ at some $\alpha$, the final column $(\psi',\psi)$ is parallel to the initial one, and $M$ has the real eigenvalue $(-1)^nr(a)$. If $n\pi$ is also the maximum or minimum over $\alpha$, then $\partial\Delta/\partial\alpha=r(a)^{-2}-1=0$. So $r(a)=1$, the eigenvalue is $(-1)^n$, and $E$ is an edge.

Conversely, let $E$ be an edge, with an eigenvector of eigenvalue $\pm1$ at angle $\alpha_v$, where $\Delta=n\pi$. Since $\det M=1$, both eigenvalues of $M$ are equal. Either $M=(-1)^n\mathbf 1$, in which case $\Delta=n\pi$ for every $\alpha$ by continuity, or $\alpha_v$ is the only eigendirection. In the second case $\Delta$ is not a multiple of $\pi$ anywhere in $(\alpha_v,\alpha_v+\pi)$. It therefore stays on one side of $n\pi$ there, and this interval contains all other directions. So $n\pi$ is the maximum or the minimum.

The edges are therefore the solutions of

$$\Delta_+(E_n^-)=n\pi,\qquad \Delta_-(E_n^+)=n\pi. \tag{7}$$

**Which $n$ occur.** For $\alpha=0$ the angle leaves zero upwards and cannot return, so $\Delta_+>0$ at every energy. For $0<\alpha<\pi$ it cannot cross zero downwards, so $\Delta>-\alpha>-\pi$. Negative $n$ are thus excluded, and $n=0$ can arise only from $\Delta_-$.

It does arise. Let $E$ lie below the lower bound of $V$ and start with $\psi=1$, $\psi'=0$, that is, $\alpha=\pi/2$. Then $\psi''>0$, both $\psi$ and $\psi'$ become positive, and $\theta(a)<\pi/2$. So $\Delta_-<0$ at low energy, and (6) gives $\Delta_+<\pi$ there.

At high energy, let $V_{\max}$ be an upper bound of $V$ and $k=\sqrt{2(E-V_{\max})}$. Replacing $V$ by $V_{\max}$ lowers the right side of (4), hence does not raise $\theta(a)$. The replacement problem has $\psi\propto\sin(kx+\delta)$ and $\tan\theta=k^{-1}\tan(kx+\delta)$. The angles $\theta$ and $kx+\delta$ agree at multiples of $\pi/2$, so they differ by less than $\pi/2$ at each end, and

$$\Delta>ka-\pi. \tag{8}$$

Both extremes grow without limit. By continuity and strict increase, (7) has one solution $E_0\equiv E_0^+$ for $n=0$ and one solution of each kind for every $n\ge1$.

**Order, bands and gaps.** Since $\Delta_+\ge\Delta_-$, the maximum reaches $n\pi$ first or simultaneously: $E_n^-\le E_n^+$. At $E_n^+$ equation (6) gives $\Delta_+<(n+1)\pi$, so $E_n^+<E_{n+1}^-$. This is (3).

For $E_n^+<E<E_{n+1}^-$ all advances lie strictly between $n\pi$ and $(n+1)\pi$. There is no real eigendirection, the eigenvalues of $M$ are complex, and $|D|<2$: a band. For $E_n^-<E<E_n^+$ the value $n\pi$ lies strictly between the extremes, so $M$ has a real eigenvalue. It is not $\pm1$, since $n\pi$ would then be an extreme. Hence $|D|>2$: a gap. The same argument with $n=0$ covers $E<E_0$.

At an edge, $\theta$ rises from $\alpha$ to $\alpha+n\pi$ and crosses $n$ multiples of $\pi$, once each. This gives $n$ nodes. If the gap is closed, $\Delta_+=\Delta_-=n\pi$, and every real solution has $n$ nodes.

**Hard walls.** Let $\psi$ vanish at $0$ and $a$. The $n$-th level has $\alpha=0$ and $\theta(a)=n\pi$, so $\Delta_-\le n\pi\le\Delta_+$ and the level lies in $[E_n^-,E_n^+]$. The origin is arbitrary, so this holds for walls at $x_0$ and $x_0+a$. When $x_0$ is a node of an edge function of gap $n$, that function itself satisfies the wall conditions and the level equals the edge.

## Second derivation: switching on the potential

This route starts from the free electron and shows that nodes cannot be gained or lost. It takes as known that the periodic and antiperiodic problems on one period have discrete real levels, each determined by the min–max principle: the $j$-th level is the smallest possible value, over $j$-dimensional trial spaces, of the largest energy expectation in the space.

**More nodes mean higher energy.** Let $w$ and $u$ be linearly independent real solutions at energies $E_w\le E_u$. Let $x_1<x_2$ be neighbouring zeros of $w$, with $w>0$ between them. Suppose $u$ had no zero between them, say $u>0$. From (1),

$$(wu'-uw')'=wu''-uw''=2(E_w-E_u)uw\le0. \tag{9}$$

Integration from $x_1$ to $x_2$ gives

$$-u(x_2)w'(x_2)+u(x_1)w'(x_1)\le0.$$

But $w'(x_1)>0>w'(x_2)$ and $u\ge0$ at the ends, so the left side is nonnegative and must vanish. Then $u(x_1)=u(x_2)=0$, and the integral of (9) requires $E_u=E_w$. Two solutions at one energy with a common zero are proportional, contrary to assumption. So $u$ has a zero between $x_1$ and $x_2$.

For edge functions the zeros repeat with period $a$. If $w$ has $n\ge1$ zeros per period, they bound $n$ intervals around the cell, and each contains a zero of $u$. The node number therefore does not decrease with energy, and it is the same for all real edge solutions at one energy. An edge with more nodes lies strictly higher.

**Nodes are conserved.** Replace $V$ by $tV$ with $0\le t\le1$. A change $\delta t$ alters every energy expectation by at most $|\delta t|\sup|V|$, so by the min–max principle the $j$-th periodic level is continuous in $t$, and likewise the $j$-th antiperiodic level. Let $N_j(t)$ be the node number at such a level.

Suppose $t_i\to t_*$ while $N_j(t_i)\ne N_j(t_*)$. Normalize the edge functions by $\psi(0)^2+\psi'(0)^2=1$. A subsequence of the starting values converges, and by continuity of the initial-value problem $\psi$ and $\psi'$ converge uniformly on the cell to an edge function at $t_*$. Its zeros are simple. Near each of them the approaching functions have one zero, and elsewhere they have none. The node numbers must then agree, a contradiction. So $N_j$ is constant.

At $t=0$ the periodic levels have $0,2,2,4,4,\ldots$ nodes and the antiperiodic ones $1,1,3,3,\ldots$. These counts hold at $t=1$. Ordering the edges by node number gives (3).

**Bands and gaps.** At fixed $V$, $D(E)$ is continuous and equals $\pm2$ at the edges and nowhere else. Between $E_n^+$ and $E_{n+1}^-$ it passes from $2(-1)^n$ to $-2(-1)^n$, so $|D|<2$.

Inside an open gap $D$ has the same value at both ends. If $|D|<2$ held inside, $D$ would have an extremum $D_*$ at some $E_*$ with $|D_*|<2$. Solving (1) by iteration gives a convergent power series in $E$, so near $E_*$

$$D=D_*+c(E-E_*)^m+\cdots,\qquad m\ \text{even}.$$

For a small real shift $\delta$ of sign opposite to $c$, the equation $D=D_*+\delta$ has non-real roots near $E_*$. There $D=2\cos\kappa$ is real, and some solution obeys $\psi(x+a)=e^{i\kappa}\psi(x)$. For it,

$$(E-E^*)\int_0^a|\psi|^2dx=-\tfrac12\left[\psi^*\psi'-\psi\psi^{*\prime}\right]_0^a=0,$$

where $E^*$ is the complex conjugate of $E$; the boundary terms cancel because the phases do. So $E$ is real, a contradiction, and $|D|>2$ in the gap.

Below $E_0$, take $E$ below the lower bound of $V$. The solutions starting with $(\psi,\psi')=(1,0)$ and $(0,1)$ both curve upwards, so $\psi(a)>1$ for the first and $\psi'(a)>1$ for the second. Their sum is $D>2$, and continuity extends this up to $E_0$.

## A crystal without reflection symmetry

Take $a=4$ Å and

$$V=V_1\cos\frac{2\pi x}{a}+V_2\sin\frac{4\pi x}{a},\qquad V_1=6\ \text{eV},\quad V_2=4\ \text{eV}.$$

These are round model parameters. The lowest edge is $E_0=-1.926$ eV, periodic and nodeless. The gaps are:

| $n$ | type | $E_n^-$ (eV) | $E_n^+$ (eV) | nodes |
|---|---|---:|---:|---|
| 1 | antiperiodic | −1.365 | 4.595 | 1, 1 |
| 2 | periodic | 7.993 | 11.772 | 2, 2 |
| 3 | antiperiodic | 20.925 | 22.142 | 3, 3 |
| 4 | periodic | 37.688 | 37.920 | 4, 4 |

The first band is $-1.365+1.926=0.561$ eV wide, and the first gap is $4.595+1.365=5.960$ eV, or 0.2190 hartree. With lengths in bohr, as in (4), the advances at $E_0$ run from $0$ to $0.622\pi$. At $E_1^-$ they run from $0.638\pi$ to $\pi$, and at $E_1^+$ from $\pi$ to $1.726\pi$. The ends at multiples of $\pi$ are those that (7) requires and do not depend on units. The other ends do, because $\theta$ compares $\psi$ with $\psi'$.

**Weak-potential limit.** To first order, $V$ couples the degenerate waves $e^{\pm in\pi x/a}$ through its Fourier coefficient $v_n$ at wave number $2\pi n/a$. The matrix with equal diagonal elements and off-diagonal elements $v_n$, $v_n^*$ splits them by $2|v_n|$. Here $|v_1|=V_1/2=3$ eV and $|v_2|=V_2/2=2$ eV, which predicts 6 eV and 4 eV for the first two gaps. The computed 5.96 and 3.78 eV are lower by 0.7% and 5.5% of the predictions. These percentages belong to this example and do not measure the accuracy of the first-order formula in general. The third gap vanishes at first order, so its 1.22 eV comes from higher orders.

**Nodes and walls.** The lower edge function of gap 1 has its node at 3.962 Å, where $V=5.52$ eV; the upper one has its node at 1.949 Å, where $V=-6.62$ eV. Hard walls one period apart at these nodes give first levels of −1.365 and 4.595 eV, the two edges. A cut at $x=0$, only $4-3.962=0.038$ Å from the first node, gives −1.3635 eV, which is 1.4 meV above the edge. The shift is small because the level has its minimum at the node, where its first derivative with respect to the cut vanishes.

**Closed gaps.** For $V_1=0$ the true period is $a/2$. With half-period transfer matrix $m$, $\det m=1$ gives $m^2=(\operatorname{tr}m)m-\mathbf 1$. Hence $M=m^2$ and $D=(\operatorname{tr}m)^2-2$. An antiperiodic edge, $D=-2$, needs $\operatorname{tr}m=0$, so $M=-\mathbf 1$ and all odd gaps are closed. The first closes at 2.070 eV.

Every real solution there has one node per period $a$. Complex solutions need not: $m$ has eigenvalues $\pm i$, and the corresponding Bloch wave is not a multiple of a real function. Its real and imaginary parts are independent solutions without a common zero. The smallest value of its computed density is 0.569 of the largest, so it has no nodes.

Numerical tests also confirmed the order and node counts for forty random potentials, six gaps in each.

## What each derivation assumes

Both derivations need a real second-order equation with one component and a bounded periodic potential. The first uses only the initial-value problem. It proves that the edges exist, locates them through (7), and places the hard-wall levels. The second presupposes discrete levels and the min–max principle, and it needs a continuous path to the free electron. In return it shows why the free-electron labels survive, even when levels of one type meet along the path.

The restriction to one component matters. Two uncoupled channels with potentials $V$ and $V+C$ have two copies of (3), displaced by $C$. For a positive $C$ smaller than the first bandwidth, the two lowest edges of the combined system are both periodic, and the pattern fails. The restriction to one dimension matters as well. In two or three dimensions neighbouring bands can overlap in energy: for free electrons on a square lattice the top of the first band, at the zone corner, lies above the bottom of the second, at the centre of a zone face. The order (3) is therefore not a rule for real three-dimensional crystals.

## Numbers as computed

```
period a = 4.0 angstrom
V1 = 6.0 eV, V2 = 4.0 eV
potential minimum = -8.6862 eV, maximum = 8.6862 eV
E0 = -1.9261 eV, type P, nodes 0
gap 1: type AA, lower -1.3649 eV, upper 4.5947 eV
   width 5.9596 eV, nodes 1 and 1
gap 2: type PP, lower 7.9928 eV, upper 11.7723 eV
   width 3.7796 eV, nodes 2 and 2
gap 3: type AA, lower 20.9251 eV, upper 22.1419 eV
   width 1.2169 eV, nodes 3 and 3
gap 4: type PP, lower 37.6878 eV, upper 37.9201 eV
   width 0.2323 eV, nodes 4 and 4
gap 5: type AA, lower 58.8605 eV, upper 58.8907 eV
   width 0.0302 eV, nodes 5 and 5
gap 1 width = 0.21901 hartree
band 1 width = 0.5612 eV
band 2 width = 3.3981 eV
band 3 width = 9.1527 eV
band 4 width = 15.5459 eV
band 5 width = 20.9404 eV
smallest and largest advance in units of pi:
   at E0: 0.00000, 0.62216
   gap 1 lower edge: 0.63778, 1.00000
   gap 1 upper edge: 1.00000, 1.72592
   gap 2 lower edge: 1.58230, 2.00000
   gap 2 upper edge: 2.00000, 2.37587
   gap 3 lower edge: 2.91545, 3.00000
   gap 3 upper edge: 3.00000, 3.08965
   gap 4 lower edge: 3.99108, 4.00000
   gap 4 upper edge: 4.00000, 4.01809
angle derivatives at E = 2.0 eV, alpha = 0.7 rad:
   d theta/dE: difference 2.94338, formula 2.94338 rad/hartree
   d theta/d alpha: difference 0.017162, formula 0.017162
gap 1 lower edge: node at 3.9622 angstrom, V there 5.5159 eV
gap 1 upper edge: node at 1.9488 angstrom, V there -6.6209 eV
first hard-wall level, cut at lower-edge node: -1.3649 eV
first hard-wall level, cut at upper-edge node: 4.5947 eV
first hard-wall level, cut at x = 0: -1.3635 eV
V1 = 0: closed gap 1 at 2.0696 eV, closed gap 3 at 21.3188 eV
V1 = 0: gap 2 width = 3.9972 eV
V1 = 0: Bloch wave at gap 1, min/max density = 0.5691
random potentials tested: 40, gaps in each: 6
```
